# Why the Breit-Pauli spin-orbit operator collapses in a variational calculation: verification in Python

```python
"""Breit-Pauli spin-orbit coupling is unbounded below for j = l - 1/2.

Result under test (atomic units, one electron, V = -Z/r):
  p^2/2 - Z/r + Z/(2 c^2 r^3) L.S  has no lower bound for j = l - 1/2, while
  ZORA, V + sigma.p c^2/(2c^2 - V) sigma.p, obeys for |kappa| = 1
  E >= -2 c^2 (1-g)/(1+g),  g = sqrt(1 - Z^2/c^2).
Symbols: kappa = l for j = l-1/2, kappa = -(l+1) for j = l+1/2;
  r_star = Z/(2c^2); u(r) = r * radial function; zeta = Gaussian exponent.
X2C is built from the matrix Dirac equation in a kinetically balanced basis.
All matrix elements are integrals on a logarithmic radial grid.
"""
import numpy as np
from scipy.constants import fine_structure
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import gamma as Gamma

c = 1.0 / fine_structure
Z = 80.0
r_star = Z / (2 * c**2)
log_r = np.linspace(np.log(1e-11), np.log(5.0), 3000)
r = np.exp(log_r)
dr = r * (log_r[1] - log_r[0])


def integrals(f, weight, g):
    return (f * (weight * dr)) @ g.T


def functions(l, kappa, exponents):
    """Normalized u and D u = u' + kappa u / r for Gaussian functions."""
    z = np.atleast_1d(exponents)[:, None]
    u = r**(l + 1) * np.exp(-z * r**2)
    u /= np.sqrt((u**2 * dr).sum(axis=1))[:, None]
    return u, ((l + 1 + kappa) / r - 2 * z * r) * u


def lowest(h, s):
    return eigh((h + h.T) / 2, s, eigvals_only=True)[0]


def schrodinger_plus(l, kappa, exponents, extra, potential=-Z / r):
    u, du = functions(l, kappa, exponents)
    h = 0.5 * integrals(du, 1.0, du) + integrals(u, potential + extra, u)
    return lowest(h, integrals(u, 1.0, u))


def breit_pauli(kappa):
    return -(kappa + 1) * r_star / (2 * r**3)


K = c**2 / (2 * c**2 + Z / r)


def zora(l, kappa, exponents):
    u, du = functions(l, kappa, exponents)
    h = integrals(du, K, du) + integrals(u, -Z / r, u)
    return lowest(h, integrals(u, 1.0, u))


def x2c(l, kappa, exponents):
    u, du = functions(l, kappa, exponents)
    small = du / np.sqrt((du**2 * dr).sum(axis=1))[:, None]
    n = len(u)
    s_l, s_s = integrals(u, 1.0, u), integrals(small, 1.0, small)
    v_l = integrals(u, -Z / r, u)
    h_s = integrals(small, -Z / r, small) - 2 * c**2 * s_s
    coupling = c * integrals(du, 1.0, small)
    zero = np.zeros((n, n))
    vec = eigh(np.block([[v_l, coupling], [coupling.T, h_s]]),
               np.block([[s_l, zero], [zero, s_s]]))[1][:, n:]
    x = np.linalg.solve(vec[:n].T, vec[n:].T).T
    h = v_l + coupling @ x + (coupling @ x).T + x.T @ h_s @ x
    metric = s_l + x.T @ s_s @ x
    val, rot = np.linalg.eigh(s_l)
    s_inv = (rot / np.sqrt(val)) @ rot.T
    val, rot = np.linalg.eigh(s_inv @ metric @ s_inv)
    m_inv = (rot / np.sqrt(val)) @ rot.T
    h = m_inv @ s_inv @ h @ s_inv @ m_inv
    return np.linalg.eigvalsh((h + h.T) / 2)[0]


def sommerfeld(n, kappa):
    g = np.sqrt(kappa**2 - (Z / c)**2)
    return c**2 * (1 / np.sqrt(1 + (Z / c / (n - abs(kappa) + g))**2) - 1)


# Single Gaussian: closed moments against quadrature
def budget(l, zeta, charge=Z):
    """Kinetic, nuclear and j = l-1/2 spin-orbit energies by quadrature."""
    u, du = functions(l, l, zeta)
    density = u[0]**2 * dr
    so = -(l + 1) * charge / (4 * c**2) * (density / r**3).sum()
    return 0.5 * (du[0]**2 * dr).sum(), -charge * (density / r).sum(), so


def critical(l, charge=Z):
    root = np.sqrt(2) * Gamma(l + 2.5) * c**2 / (charge * (l + 1) * Gamma(l))
    return root**2


for l in (1, 2):
    for zeta in (1e3, 1e7):
        kin, nuc, so = budget(l, zeta)
        r3 = (2 * zeta)**1.5 * Gamma(l) / Gamma(l + 1.5)
        r1 = (2 * zeta)**0.5 * Gamma(l + 1) / Gamma(l + 1.5)
        assert np.isclose(kin, (l + 1.5) * zeta, rtol=1e-8)
        assert np.isclose(nuc, -Z * r1, rtol=1e-8)
        assert np.isclose(so, -(l + 1) * r_star / 2 * r3, rtol=1e-8)
    log_root = brentq(lambda t: sum(budget(l, np.exp(t))[::2]),
                      np.log(1e4), np.log(1e8))
    assert np.isclose(np.exp(log_root), critical(l), rtol=1e-6)
# The same failure for the lightest nucleus, below its true 2p level
energy_z1 = sum(budget(1, 4 * critical(1, 1.0), 1.0))
assert energy_z1 < -1 / 8

# Nested p bases
all_exponents = 0.01 * Z**2 * 2.5**np.arange(20)
sizes = [6, 8, 10, 12, 14, 16, 18, 20]
damping = (r / (r + r_star))**2
table = []
for n in sizes:
    e = all_exponents[:n]
    table.append((schrodinger_plus(1, 1, e, breit_pauli(1)),
                  schrodinger_plus(1, 1, e, breit_pauli(1) * damping),
                  zora(1, 1, e), x2c(1, 1, e)))
table = np.array(table)
bp, damped, zora_p, x2c_p = table.T

e_nonrel = schrodinger_plus(1, 1, all_exponents, 0.0)
assert np.isclose(e_nonrel, -Z**2 / 8, rtol=3e-4)
assert np.all(np.diff(bp) < 0) and bp[-1] < 1e6 * e_nonrel
assert -900 < bp[0] < -840
growth = bp[-1] / schrodinger_plus(1, 1, all_exponents[:19], breit_pauli(1))
assert np.isclose(growth, 2.5**1.5, rtol=0.05)  # kinetic term still felt

# First-order theory from the analytic 2p orbital, integrated numerically
orbital = r**2 * np.exp(-Z * r / 2)
density_2p = orbital**2 * dr / (orbital**2 * dr).sum()
first_half = (density_2p * breit_pauli(1)).sum()
first_three = (density_2p * breit_pauli(-2)).sum()
assert np.isclose(first_half, -Z**4 / (48 * c**2), rtol=1e-7)
assert np.isclose(first_three - first_half, Z**4 / (32 * c**2), rtol=1e-7)

# Repulsive channel as control
bp_three = schrodinger_plus(1, -2, all_exponents, breit_pauli(-2))
assert -Z**2 / 8 < bp_three < -Z**2 / 8 + first_three + 0.3

# Damping alone removes the collapse
damped_bound = -(Z + 1 / r_star)**2 / 8
assert np.all(damped > damped_bound) and abs(damped[-1] - damped[3]) < 0.5

# ZORA minus its scalar part equals the damped Breit-Pauli term
for kappa in (1, -2):
    u, du = functions(1, kappa, all_exponents[:12])
    radial_slope = functions(1, -1, all_exponents[:12])[1]
    scalar = integrals(radial_slope, K, radial_slope) \
        + integrals(u, 2 * K / r**2, u)
    difference = integrals(du, K, du) - scalar
    so_matrix = integrals(u, breit_pauli(kappa) * damping, u)
    assert np.allclose(difference, so_matrix, rtol=1e-6, atol=1e-6)

# ZORA lower bound, its sharpness for 1s1/2, and the exact 2p1/2 level
g = np.sqrt(1 - (Z / c)**2)
zora_bound = -2 * c**2 * (1 - g) / (1 + g)
zora_1s = zora(0, -1, all_exponents)
assert np.all(zora_p > zora_bound)
assert zora_bound - 0.01 < zora_1s < zora_bound * (1 - 1e-3)
dirac_half, dirac_three = sommerfeld(2, 1), sommerfeld(2, -2)
zora_exact = 2 * c**2 * dirac_half / (2 * c**2 + dirac_half)
assert np.isclose(zora_p[-1], zora_exact, rtol=5e-4)

# X2C against the Sommerfeld levels
x2c_three = x2c(1, -2, all_exponents)
assert np.isclose(x2c_p[-1], dirac_half, rtol=5e-4)
assert np.isclose(x2c_three, dirac_three, rtol=5e-4)
assert np.all(x2c_p > -920)

# Uniformly charged nucleus: bounded, yet still collapsed
R = 1e-4
v_sphere = np.where(r < R, -Z / (2 * R) * (3 - (r / R)**2), -Z / r)
so_sphere = -r_star / np.maximum(r, R)**3
sphere = [schrodinger_plus(1, 1, all_exponents[:n], so_sphere, v_sphere)
          for n in (18, 20)]
sphere_bound = -1.5 * Z / R - r_star / R**3
assert sphere_bound < sphere[1] < 1000 * e_nonrel
assert np.isclose(sphere[0], sphere[1], rtol=0.01)

print(f"Nuclear charge Z = {Z:.0f}; speed of light c = {c:.6f} a.u.")
print(f"Crossover radius r* = {r_star:.6e} bohr")
print(f"Critical exponent, l=1, Z=80: {critical(1):.4e} bohr^-2")
print(f"Critical exponent, l=2, Z=80: {critical(2):.4e} bohr^-2")
print(f"Critical exponent, l=1, Z=1: {critical(1, 1.0):.4e} bohr^-2")
print(f"Z=1 energy at 4 x critical exponent: {energy_z1:.4e} hartree")
print("Single p1/2 Gaussian: zeta (bohr^-2), then energies in hartree:")
print("  zeta, kinetic, nuclear, spin-orbit, total")
for zeta in (1e3, 1e5, 1e6, 1e7):
    parts = budget(1, zeta)
    print(f"  {zeta:.0e}", *(f"{x:.4e}" for x in (*parts, sum(parts))))
print("Lowest p1/2 energy in hartree, nested bases:")
print("  n, largest zeta (bohr^-2), Breit-Pauli, damped, ZORA, X2C")
for n, row in zip(sizes, table):
    print(f"  {n:2d} {all_exponents[n-1]:.3e} {row[0]:.6e}",
          *(f"{x:.3f}" for x in row[1:]))
print(f"Breit-Pauli growth, n=19 to 20: {growth:.3f}")
print(f"Scaling prediction for growth: {2.5**1.5:.3f}")
print(f"Schrodinger 2p, n=20: {e_nonrel:.3f} hartree")
print(f"Schrodinger 2p, exact: {-Z**2/8:.3f} hartree")
print(f"First-order p1/2 shift: {first_half:.3f} hartree")
print(f"First-order p3/2 shift: {first_three:.3f} hartree")
print(f"First-order splitting: {first_three-first_half:.3f} hartree")
print(f"Variational Breit-Pauli p3/2, n=20: {bp_three:.3f} hartree")
print(f"Lower bound, damped p1/2: {damped_bound:.1f} hartree")
print(f"ZORA lower bound, |kappa|=1: {zora_bound:.3f} hartree")
print(f"ZORA 1s1/2, n=20: {zora_1s:.3f} hartree")
print(f"ZORA 2p1/2 from scaled Dirac level: {zora_exact:.3f} hartree")
print(f"Dirac 2p1/2 (Sommerfeld): {dirac_half:.3f} hartree")
print(f"Dirac 2p3/2 (Sommerfeld): {dirac_three:.3f} hartree")
print(f"X2C 2p3/2, n=20: {x2c_three:.3f} hartree")
print(f"Dirac 2p splitting: {dirac_three-dirac_half:.3f} hartree")
print(f"X2C 2p splitting, n=20: {x2c_three-x2c_p[-1]:.3f} hartree")
print(f"Model nuclear radius R = {R:.1e} bohr")
print(f"Breit-Pauli p1/2, finite nucleus, n=18: {sphere[0]:.3e} hartree")
print(f"Breit-Pauli p1/2, finite nucleus, n=20: {sphere[1]:.3e} hartree")
print(f"Lower bound, finite nucleus: {sphere_bound:.3e} hartree")
print("all assertions hold")
```

Output:

```
Nuclear charge Z = 80; speed of light c = 137.035999 a.u.
Crossover radius r* = 2.130054e-03 bohr
Critical exponent, l=1, Z=80: 3.0429e+05 bohr^-2
Critical exponent, l=2, Z=80: 1.6567e+06 bohr^-2
Critical exponent, l=1, Z=1: 1.9474e+09 bohr^-2
Z=1 energy at 4 x critical exponent: -1.9474e+10 hartree
Single p1/2 Gaussian: zeta (bohr^-2), then energies in hartree:
  zeta, kinetic, nuclear, spin-orbit, total
  1e+03 2.5000e+03 -2.6913e+03 -1.4332e+02 -3.3466e+02
  1e+05 2.5000e+05 -2.6913e+04 -1.4332e+05 7.9769e+04
  1e+06 2.5000e+06 -8.5108e+04 -4.5321e+06 -2.1172e+06
  1e+07 2.5000e+07 -2.6913e+05 -1.4332e+08 -1.1859e+08
Lowest p1/2 energy in hartree, nested bases:
  n, largest zeta (bohr^-2), Breit-Pauli, damped, ZORA, X2C
   6 6.250e+03 -8.547618e+02 -839.306 -917.797 -898.974
   8 3.906e+04 -8.615181e+02 -840.170 -924.748 -903.842
  10 2.441e+05 -1.420609e+04 -840.219 -926.527 -904.652
  12 1.526e+06 -6.482610e+06 -840.221 -927.008 -904.806
  14 9.537e+06 -1.549466e+08 -840.221 -927.130 -904.839
  16 5.960e+07 -2.772293e+09 -840.221 -927.160 -904.846
  18 3.725e+08 -4.554420e+10 -840.221 -927.167 -904.847
  20 2.328e+09 -7.256213e+11 -840.221 -927.168 -904.848
Breit-Pauli growth, n=19 to 20: 3.983
Scaling prediction for growth: 3.953
Schrodinger 2p, n=20: -799.983 hartree
Schrodinger 2p, exact: -800.000 hartree
First-order p1/2 shift: -45.441 hartree
First-order p3/2 shift: 22.721 hartree
First-order splitting: 68.162 hartree
Variational Breit-Pauli p3/2, n=20: -779.359 hartree
Lower bound, damped p1/2: -37739.9 hartree
ZORA lower bound, |kappa|=1: -3898.869 hartree
ZORA 1s1/2, n=20: -3898.849 hartree
ZORA 2p1/2 from scaled Dirac level: -927.186 hartree
Dirac 2p1/2 (Sommerfeld): -904.848 hartree
Dirac 2p3/2 (Sommerfeld): -817.807 hartree
X2C 2p3/2, n=20: -817.792 hartree
Dirac 2p splitting: 87.040 hartree
X2C 2p splitting, n=20: 87.056 hartree
Model nuclear radius R = 1.0e-04 bohr
Breit-Pauli p1/2, finite nucleus, n=18: -1.540e+09 hartree
Breit-Pauli p1/2, finite nucleus, n=20: -1.542e+09 hartree
Lower bound, finite nucleus: -2.131e+09 hartree
all assertions hold
```
